\section*{Coulombic excitation coupling of stacked polyenes beyond the point dipole, part 1}

(Sections cited here and not found follow in the later parts.)

\section{The form of the coupling}

Two molecules, a donor $D$ and an acceptor $A$, exchange an electronic excitation through the Coulomb interaction of their transition densities,
\begin{equation}
V=\iint \frac{\rho_D(\mathbf r)\,\rho_A(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\label{eq:V}
\end{equation}
Hartree atomic units are used ($e=\hbar=m_e=4\pi\varepsilon_0=1$), and results are converted with $1\,E_h=219474.63$ cm$^{-1}=27.21139$ eV, $1$ bohr $=0.529177$ \AA{} and $1\,e\,$bohr $=2.54175$ D.

Let the two molecules be identical chains of length $L$, the second displaced from the first by $R\hat{\mathbf z}$, perpendicular to the molecular plane. A transition density carries no net charge, so its leading moment is the transition dipole $\boldsymbol\mu=\int\mathbf r\rho\,d^3r$. Suppose that the shape of $\rho$ is fixed and only its size changes with $L$. Then $\rho(\mathbf r)=\mu L^{-4}f(\mathbf r/L)$ with a dimensionless $f$, because $\int \mathbf r\rho\,d^3r$ supplies four powers of $L$. In Eq.~\eqref{eq:V} the two densities give $\mu^2L^{-8}$, the two volume elements $L^6$ and the kernel $L^{-1}$, so $V=\mu^2L^{-3}g(R/L)$. Multiplying and dividing by $R^3$,
\begin{equation}
V=\frac{\mu^2}{R^3}\,F(L/R).
\label{eq:form}
\end{equation}
Symmetry restricts $F$. With $\rho_D=\rho$ and $\rho_A(\mathbf r')=\rho(\mathbf r'-R\hat{\mathbf z})$, shift $\mathbf r'$ by $R\hat{\mathbf z}$ and put $\mathbf s=\mathbf r'-\mathbf r$:
\begin{equation}
V=\int \frac{c(\mathbf s)}{|R\hat{\mathbf z}+\mathbf s|}\,d^3s,\qquad
c(\mathbf s)=\int\rho(\mathbf r)\rho(\mathbf r+\mathbf s)\,d^3r .
\label{eq:auto}
\end{equation}
The substitution $\mathbf r\to\mathbf r-\mathbf s$ shows $c(-\mathbf s)=c(\mathbf s)$. In an expansion of the kernel in powers of $s/R$, the term of order $s^n/R^{n+1}$ is a polynomial of degree $n$ in $\mathbf s$, so it integrates to zero against the even function $c$ when $n$ is odd. Only $R^{-3},R^{-5},\dots$ remain, and $F=1-\kappa(L/R)^2+\dots$, with $F(0)=1$ fixed by the dipole--dipole law $V_{dd}=\mu^2/R^3$ derived in Section~\ref{sec:multi}. At the other end $V$ stays finite as $R\to0$, being the self-energy of a smooth density, so $F$ must vanish like $(R/L)^3$. The point-dipole error
\begin{equation}
\epsilon=\frac{V_{dd}}{V}-1
\end{equation}
therefore falls as $\kappa(L/R)^2$ at large separation and grows without bound at small separation.

The assumption of rigid rescaling is false in detail. A real chain has other lengths, such as the bond length and the thickness of the $\pi$ cloud, which do not grow with $L$. The error is a function of $R/L$ alone only in a model with one length; for molecules $\kappa$ depends on the chain and on the definition of $L$, and it has to be computed.

\section{The coupling as a matrix element}

\subsection{Assumptions}

Both molecules are closed-shell, in vacuum, at fixed geometry, with real orthonormal orbitals that each belong to one molecule. In molecular QED the interaction also contains the exchange of transverse photons. A source oscillating at frequency $\omega$ propagates with $\cos(kr)/r=1/r-k^2r/2+\dots$, $k=\omega/c$, and the current--current term, with currents of size $\omega\mu$ divided by $c$, is of the same order. Retardation thus changes $V$ by a relative amount of order $(kR)^2$, and Eq.~\eqref{eq:V} holds for $R\ll c/\omega$.

\subsection{Singly excited determinants}

Let $|0\rangle$ be the Hartree--Fock determinant, $i,j$ occupied and $a,b$ virtual spin orbitals, and write $(pq|rs)=\iint \phi_p\phi_q(1)\,r_{12}^{-1}\phi_r\phi_s(2)$, spin integration included. The two-electron operator is $\hat H_2=\tfrac12\sum(pq|rs)\,p^\dagger r^\dagger s\,q$. For $i\ne j$, $a\ne b$ write $|0\rangle=i^\dagger j^\dagger|K\rangle$. Anticommutation gives
\begin{align}
a^\dagger i|0\rangle&=a^\dagger j^\dagger|K\rangle,\\
b^\dagger j|0\rangle&=-b^\dagger i^\dagger j\,j^\dagger|K\rangle=i^\dagger b^\dagger|K\rangle .
\end{align}
These differ in two orbitals, so a one-electron operator cannot connect them; the attraction to the nuclei of either molecule drops out for this reason. In $\hat H_2$ the annihilators must remove $i,b$ and the creators supply $a,j$. The choice $q=i$, $s=b$, $p=a$, $r=j$ gives $+(ai|jb)$, since $b\,i\,i^\dagger b^\dagger|K\rangle=|K\rangle$. Exchanging $q$ and $s$ reverses the sign and gives $-(ab|ji)$. Exchanging both pairs reproduces each term, which cancels the factor $\tfrac12$. The element is $(ai|jb)-(ab|ji)$.

For $i=j$, $a\neq b$ the Slater--Condon rule for one difference sums over the occupied orbitals other than $i$; completing the sum to the Fock matrix leaves $F_{ab}+(ai|ib)-(ab|ii)$. For $a=b$, $i\ne j$ the ket is $-a^\dagger i^\dagger|K\rangle$, and the same rule gives $-F_{ji}+(ai|ja)-(aa|ji)$. On the diagonal the energy above $|0\rangle$ is $F_{aa}-F_{ii}+(ai|ia)-(aa|ii)$. One formula covers the four cases:
\begin{equation}
\langle 0|i^\dagger a\,(\hat H-E_0)\,b^\dagger j|0\rangle=\delta_{ij}F_{ab}-\delta_{ab}F_{ij}+(ai|jb)-(ab|ji).
\end{equation}
A singlet excitation is $(a^\dagger_\alpha i_\alpha+a^\dagger_\beta i_\beta)|0\rangle/\sqrt2$, so the matrix element is $\tfrac12\sum_{\sigma\sigma'}$ of the expression above. The integral $(ai|jb)$ survives for all four spin pairs, because $a,i$ share one spin and $j,b$ the other; the remaining terms need $\sigma=\sigma'$ and survive twice. In spatial canonical orbitals,
\begin{equation}
A_{ia,jb}=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}+2(ia|jb)-(ij|ab).
\label{eq:cis}
\end{equation}
This is the CIS matrix. Its eigenvalues are excitation energies $\omega$ and its eigenvectors $X_{ia}$ obey $\sum X_{ia}^2=1$.

\subsection{Transition density and coupling}

The matrix element of the density operator between $|0\rangle$ and the singlet state receives $X_{ia}\phi_i\phi_a/\sqrt2$ from each spin, so
\begin{equation}
\rho(\mathbf r)=\sqrt2\sum_{ia}X_{ia}\phi_i\phi_a=\sum_{\mu\nu}D_{\mu\nu}\chi_\mu\chi_\nu,\qquad
D_{\mu\nu}=\sqrt2\sum_{ia}C_{\mu i}X_{ia}C_{\nu a},
\end{equation}
with basis functions $\chi_\mu$ and orbital coefficients $C$. Only the symmetric part of $D$ contributes, since $\chi_\mu\chi_\nu$ is symmetric. Orthogonality of $\phi_i$ and $\phi_a$ gives $\int\rho=0$. Omitting the $\sqrt2$ halves $V$ and quarters the rate.

With $i,a$ on $D$ and $j,b$ on $A$ the Kronecker deltas in Eq.~\eqref{eq:cis} vanish, and
\begin{equation}
\langle D^*A|\hat H|DA^*\rangle=2\sum X^D_{ia}X^A_{jb}(ia|jb)-\sum X^D_{ia}X^A_{jb}(ij|ab).
\end{equation}
The first sum is Eq.~\eqref{eq:V}. The second is the exchange term; it contains the products $\phi_i\phi_j$ and $\phi_a\phi_b$ of orbitals on different molecules and so decays as the product of two intermolecular overlaps. It is neglected, together with the mixing with charge-transfer states, which likewise needs overlap. The electron charge enters $V$ squared, and the overall sign of $X$ is arbitrary, so $\rho$ may be read as a charge density with its sign fixed by $\mu_x>0$. The same sign is used for both copies; reversing one of them reverses $V$ and changes nothing observable.

For identical molecules the matrix with $\omega$ on the diagonal and $V$ off it has eigenvalues $\omega\pm V$. For $V>0$ the upper state is the symmetric one, in which the dipoles add. In the weak-coupling limit the golden rule gives a F\"orster rate proportional to $V^2$, so the point dipole is wrong in the rate by the factor $(V_{dd}/V)^2=(1+\epsilon)^2$.

The identification can be tested on a whole dimer. Other monomer states $k$ shift the levels $\omega\pm V$ by $V_{0k}^2/(\omega-\omega_k\pm V\mp V_{kk})$, which is the same for both at second order, so these couplings change the splitting from $2V$ only at third order. The static field of the ground-state partner adds a matrix element $W_{0k}$ of the same sign for both levels, which turns $V_{0k}^2$ into $(W_{0k}\pm V_{0k})^2$. The cross term, the polarization of the transition density by the partner, does alter the splitting, but for neutral centrosymmetric molecules it is of order $R^{-8}$. If state $k$ is odd under inversion, $W_{0k}$ is a quadrupole--quadrupole interaction, $R^{-5}$, and $V_{0k}\sim R^{-3}$; if it is even, both are dipole--quadrupole interactions, $R^{-4}$. The effect is therefore small at large $R$. A CIS/STO-3G calculation on two stacked butadiene molecules at $R=15$ bohr gives a half splitting of $363.00$ cm$^{-1}$, and Eq.~\eqref{eq:V} with monomer densities gives $363.00$ cm$^{-1}$. The monomer dipole, $2.5526$ $e\,$bohr, is the same from full diagonalization of Eq.~\eqref{eq:cis} and from an independent iterative solution.

In a Gaussian basis Eq.~\eqref{eq:V} has the closed form
\begin{equation}
V=\sum_{\mu\nu\in D}\sum_{\lambda\sigma\in A}D_{\mu\nu}(\mu\nu|\lambda\sigma)D_{\lambda\sigma},
\label{eq:ref}
\end{equation}
with analytic integrals. It is exact for the given density and is the reference below. Its cost grows as the fourth power of the monomer basis size and must be paid for every geometry, which is the reason for the cheaper methods.

\section{The leading error of the point dipole}
\label{sec:multi}

Let the molecule be planar, of symmetry $C_{2h}$, lying in the $xy$ plane with its inversion centre at the origin, and let the transition be polarized in the plane. Then $\rho(-\mathbf r)=-\rho(\mathbf r)$ and $\rho$ is even in $z$. A moment $\int x^ay^bz^c\rho$ vanishes if $a+b+c$ is even (inversion) or if $c$ is odd (reflection).

With $\theta$ the angle between $\mathbf s$ and $\hat{\mathbf z}$, $|R\hat{\mathbf z}+\mathbf s|^2=R^2+2Rs\cos\theta+s^2$. The generating function $(1-2u\tau+\tau^2)^{-1/2}=\sum\tau^nP_n(u)$ with $\tau=-s/R$ gives, for $s<R$,
\begin{equation}
\frac1{|R\hat{\mathbf z}+\mathbf s|}=\sum_n\frac{(-1)^n s^nP_n(\cos\theta)}{R^{n+1}} .
\label{eq:leg}
\end{equation}
Write $\langle g\rangle=\iint\rho(\mathbf r)\rho(\mathbf r')g$, let $\mathbf t,\mathbf t'$ be the in-plane parts of $\mathbf r,\mathbf r'$, and put
\begin{equation}
s_z^2=z^2+z'^2-2zz',\qquad w=|\mathbf t'-\mathbf t|^2=t^2+t'^2-2\,\mathbf t\cdot\mathbf t',\qquad s^2=s_z^2+w .
\end{equation}
Each monomial in $g$ factorizes into a moment over $\mathbf r$ times a moment over $\mathbf r'$, and both must be of odd degree and even in $z$.

The term $n=0$ is the squared charge and vanishes; odd $n$ vanish by the evenness of $c$. For $n=2$, $s^2P_2=(3s_z^2-s^2)/2=s_z^2-w/2$. In $s_z^2$ the terms $z^2$ and $z'^2$ multiply the zero charge of the other factor and $zz'$ is odd in $z$. In $w$ only $-2\,\mathbf t\cdot\mathbf t'$ survives, with $\langle\mathbf t\cdot\mathbf t'\rangle=\mu^2$. Hence $\langle s^2P_2\rangle=\mu^2$ and $V_{dd}=\mu^2/R^3$.

For $n=4$, substituting $s^2=s_z^2+w$ in $s^4P_4=(35s_z^4-30s_z^2s^2+3s^4)/8$ gives coefficients $35-30+3=8$, $-30+6=-24$ and $3$:
\begin{equation}
s^4P_4=\tfrac18\left(8s_z^4-24s_z^2w+3w^2\right).
\end{equation}
Define the third moments $\mathbf T=\int\mathbf t\,(x^2+y^2)\rho$ and $\mathbf Z=\int\mathbf t\,z^2\rho$. In $s_z^4$ every monomial $z^az'^b$ has $a+b=4$; odd $a,b$ vanish by reflection and even $a,b$ by inversion, so $\langle s_z^4\rangle=0$. In $s_z^2w$ the factor $zz'$ is odd in $z$, and the products of $z^2+z'^2$ with $t^2+t'^2$ are of even degree in each variable. What remains is
\begin{equation}
\langle s_z^2w\rangle=\langle(z^2+z'^2)(-2\,\mathbf t\cdot\mathbf t')\rangle=-4\,\boldsymbol\mu\cdot\mathbf Z .
\end{equation}
In $w^2=(t^2+t'^2)^2-4(t^2+t'^2)\,\mathbf t\cdot\mathbf t'+4(\mathbf t\cdot\mathbf t')^2$ the first and last terms are of even degree in each variable, so $\langle w^2\rangle=-8\,\boldsymbol\mu\cdot\mathbf T$. Then $\langle s^4P_4\rangle=(96\,\boldsymbol\mu\cdot\mathbf Z-24\,\boldsymbol\mu\cdot\mathbf T)/8=12\,\boldsymbol\mu\cdot\mathbf Z-3\,\boldsymbol\mu\cdot\mathbf T$, and
\begin{equation}
V=\frac{\mu^2}{R^3}\left[1-\frac{3\ell^2}{R^2}+O(R^{-4})\right],\qquad
\ell^2=\frac{\boldsymbol\mu\cdot(\mathbf T-4\mathbf Z)}{\mu^2}.
\label{eq:main}
\end{equation}
Inverting the bracket, $\epsilon\to 3\ell^2/R^2=\kappa(L/R)^2$ with $\kappa=3\ell^2/L^2$.

The correction is the dipole--octupole interaction. The polynomial $x(x^2+y^2-4z^2)$ has Laplacian $6x+2x-8x=0$, as a multipole must. The meaning of the $-4\mathbf Z$ term is seen by smearing a charge $q$ at $(X,Y,0)$ into a cloud with variances $\sigma_\parallel^2$ in $x$ and $y$ and $\sigma_z^2$ in $z$. The average of $x^3+xy^2$ is $X^3+3X\sigma_\parallel^2+XY^2+X\sigma_\parallel^2$, so $T_x$ gains $4qX\sigma_\parallel^2$, while $4Z_x=4qX\sigma_z^2$. A spherical cloud changes nothing. A $p_z^2$ cloud has $\sigma_z^2=3\sigma_\parallel^2$, from the angular averages $3/5$ and $1/5$, and lowers $\ell^2$ by $4(\sigma_z^2-\sigma_\parallel^2)=\tfrac83\sigma_z^2$: the $\pi$ lobes reach toward the partner and raise the coupling.

Equation~\eqref{eq:main} has limits. Without an inversion centre the transition quadrupoles add a term at order $R^{-5}$, and if such partners are also unlike or rotated, $c(\mathbf s)$ is not even and a dipole--quadrupole term appears at $R^{-4}$. When both densities are odd under inversion through their centres, the substitution $\mathbf r\to-\mathbf r$ shows that $c$ stays even for any orientation, and this term is absent. The sign depends on the geometry. For an odd line density with moments $m_n=\int x^n\lambda\,dx$ displaced along its own axis, $P_n=1$ for even $n$, $\langle(x'-x)^2\rangle=-2m_1^2$ and $\langle(x'-x)^4\rangle=-8m_1m_3$, so $V=-2m_1^2R^{-3}[1+4(m_3/m_1)R^{-2}+\dots]$, and for $m_3/m_1>0$ the point dipole underestimates $|V|$. Finally, Eq.~\eqref{eq:leg} needs $s<R$. For point charges the series converges when $R$ exceeds the largest intramolecular distance; for a density with tails it is asymptotic to $V$ but need not sum to it. A spherical Gaussian has the multipole moments of a point charge at its centre, so for Gaussian clouds the series can converge, but to the value without the penetration of one density into the other. Truncated as in Eq.~\eqref{eq:main} it turns negative at $R^2<3\ell^2$.

At large separation the point dipole overstates the coupling of two stacked identical molecules by the fraction $3\ell^2/R^2$, with $\ell^2$ fixed by moments of the transition density. What remains is to follow the error to shorter distances in simple models, to set out the density cube and the fitted charges with their own errors, and to test them on hexatriene.
